# Why smeared 2kF screening gives a linear-in-T charged-impurity resistivity

## What fails if screening is frozen

Suppose the screening of charged impurities in a cold two-dimensional gas is computed once, at zero temperature, in its long-wavelength form. Temperature then enters through the carriers' energy spread alone, and the resistivity changes as \(T^2\). For the channel treated below, this frozen screening gives a change of \(-0.08\,\%\) at \(T/T_F=0.016\). Temperature-dependent screening gives about \(+1.4\,\%\) instead: the sign, the power of \(T\) and the size are all different. With the frozen calculation alone, a linear rise caused by screening could be mistaken for an effect of phonons.

The model is a parabolic band of mass \(m\) and degeneracy \(g\) (spin times valley), with density of states \(N_0=gm/2\pi\hbar^2\). Carriers scatter elastically from static charges, in the Born approximation. The charges are screened by the static polarizability of the gas in the Hartree (random-phase) approximation. With \(t=T/T_F=k_BT/E_F\), the regime is

\[
\hbar/\tau\ll k_BT\ll E_F .
\]

The result to be derived is

\[
\frac{\rho(T)}{\rho(0)}=1+C_1t+C_{3/2}t^{3/2}+O(t^2),\qquad C_1=2rw>0,
\]

where \(r\) measures the screening strength at \(2k_F\) and \(w\) the weight of backscattering. Both are defined below.

## First contribution: the polarizability loses strength at 2kF

The static polarizability, taken positive, is

\[
\Pi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .
\]

In the second term substitute \(\mathbf k\to-\mathbf k-\mathbf q\). It becomes equal to the first, so \(\Pi\) is twice the principal value of the first term. The denominator is \((\hbar^2/2m)(q^2+2kq\cos\alpha)\). With \(u=\tan(\alpha/2)\),

\[
\mathrm P\!\!\int_0^{2\pi}\!\frac{d\alpha}{a+b\cos\alpha}
=\mathrm P\!\!\int_{-\infty}^{\infty}\!\frac{2\,du}{(a+b)+(a-b)u^2}.
\]

For \(a>b>0\) this equals \(2\pi/\sqrt{a^2-b^2}\). For \(a<b\) the antiderivative is a logarithm that vanishes at both ends and whose contributions cancel across each pole, so the integral is zero. With \(a=q^2\) and \(b=2kq\), only \(k<q/2\) contributes:

\[
\frac{\Pi}{N_0}=4\int_0^{q/2}\frac{k\,f(\varepsilon_k)\,dk}{q\sqrt{q^2-4k^2}} .
\]

Now set \(k=(q/2)\sqrt{1-s^2}\). Then \(k\,dk=-(q^2/4)s\,ds\), the root is \(qs\), and

\[
\frac{\Pi}{N_0}=\int_0^1 f\big(\varepsilon_q(1-s^2)\big)ds\equiv1-G,\qquad \varepsilon_q=\frac{\hbar^2q^2}{8m}.
\]

The energy \(\varepsilon_q\) equals \(E_F\) at \(q=2k_F\). At \(T=0\) the loss \(G\) is zero below \(2k_F\) and \(\sqrt{1-E_F/\varepsilon_q}\) above it. At finite \(T\), write \(1-f(E)=\int_{-\infty}^{E}(-f'(\mu'))\,d\mu'\). This expresses \(G\) as an average of zero-temperature curves:

\[
G=\int d\mu'\,\big(-f'(\mu')\big)\sqrt{\frac{(\varepsilon_q-\mu')_+}{\varepsilon_q}},\qquad (z)_+=\max(z,0).
\]

Negative \(\mu'\) carries exponentially small weight.

At \(q=2k_F\) itself, the occupation formula gives \(1-f=1/(1+e^{s^2/t})\). With \(s=p\sqrt t\),

\[
G(2k_F)=\sqrt t\int_0^\infty\frac{dp}{1+e^{p^2}} .
\]

The smearing therefore grows as \(\sqrt T\). A direct momentum integral at \(t=0.02\) and \(0.08\) confirms this: the loss doubles when \(T\) is quadrupled. Smearing at one wave number does not by itself explain a linear law.

## Second contribution: the impurity becomes stronger

Let \(v(q)\) be the carrier-carrier interaction, including the form factor of a channel of finite width. The screened impurity potential is the bare one divided by \(1+vN_0(1-G)\). At low \(T\), \(G\) matters only close to \(2k_F\) or above it, so \(v\) may be evaluated there. Define

\[
x=v(2k_F)N_0,\qquad r=\frac{x}{1+x}.
\]

Then \(1+x(1-G)=(1+x)(1-rG)\), and the squared potential \(W\) becomes

\[
W\to\frac{W}{(1-rG)^2}=W\,(1+2rG+3r^2G^2+\dots).
\]

Weaker screening means stronger scattering, which fixes the positive sign of \(C_1\).

## Third contribution: few angles feel the change

The golden rule, with \(d^2k'=(m/\hbar^2)\,d\varepsilon'd\theta\), gives for impurity density \(n_i\)

\[
\frac1{\tau(\varepsilon)}=\frac{mn_i}{\hbar^3}R(\varepsilon),\qquad
R=\frac1\pi\int_0^\pi(1-\cos\theta)\,W\,d\theta .
\]

Let \(R_0\) be the value of \(R\) at \(E_F\) and \(T=0\). A carrier of energy \(\varepsilon\) transfers \(q=2k\sin(\theta/2)\), so \(\varepsilon_q=\varepsilon\sin^2(\theta/2)\). Near backscattering put \(\theta=\pi-\varphi\). To leading order,

\[
\varepsilon_q\simeq\varepsilon-\tfrac14E_F\varphi^2,\qquad 1-\cos\theta\simeq2 .
\]

The loss matters where \(E_F\varphi^2/4\lesssim k_BT\), a range of angles of width \(\varphi\sim\sqrt t\). The change of \(R\) is a height of order \(\sqrt t\) times a width of order \(\sqrt t\), which is linear in \(t\).

To obtain the factor, insert \(2rG\):

\[
\delta R=\frac{4rW(2k_F)}{\pi}\int d\mu'(-f'(\mu'))\int_0 d\varphi\,
\sqrt{\left(\frac{\varepsilon-\mu'}{E_F}-\frac{\varphi^2}{4}\right)_+}.
\]

For \(a=(\varepsilon-\mu')/E_F>0\), put \(\varphi=2s\). The inner integral is \(2\int_0^{\sqrt a}\sqrt{a-s^2}\,ds\), twice the area of a quarter circle of radius \(\sqrt a\), or \(\pi a/2\). Hence

\[
\delta R(\varepsilon)=2rW(2k_F)\,\frac{\langle(\varepsilon-\mu')_+\rangle_{\mu'}}{E_F}.
\]

## Weighing the two thermal spreads

Two distributions of width \(k_BT\) enter: \(\mu'\), which smears the screening, and \(\varepsilon\), the energy of the scattered carrier. Measure both from \(\mu\) in units of \(k_BT\), as \(z\) and \(y\), each with weight \(K(y)=e^y/(1+e^y)^2\).

**Smeared screening alone.** Hold every carrier at \(E_F\), so \(y=0\). Since \(K\) is even, integration by parts gives

\[
\langle(-z)_+\rangle=\int_0^\infty uK(u)\,du=\int_0^\infty\frac{du}{1+e^u}=\ln2 .
\]

**Carrier spread alone.** Keep the zero-temperature polarizability, so \(z=0\). Then \(\langle y_+\rangle=\ln2\) by the same integral. Carriers above \(E_F\) can reach \(q>2k_F\), where even the sharp screening is weaker.

**Both together.** At fixed \(y\), the average \(\int_{-\infty}^y(y-z)K(z)\,dz\) has derivative \(\int_{-\infty}^yK\,dz=e^y/(1+e^y)\) and vanishes at \(y\to-\infty\). It is therefore \(\ln(1+e^y)\). With \(f=1/(1+e^y)\) and \(K\,dy=-df\), the carrier average is

\[
\int K(y)\ln(1+e^y)\,dy=\int_0^1(-\ln f)\,df=1 .
\]

The two spreads do not add to \(2\ln2=1.39\). By symmetry \(\langle(y-z)_+\rangle=\tfrac12\langle|y-z|\rangle\), and \(|y-z|\) is less than \(|y|+|z|\) whenever the two have the same sign. Smearing of the screening alone thus supplies 69 % of the slope. The carrier spread raises this to the full value.

## From the rate to the resistivity

The Boltzmann resistivity is \(\rho=m/(ne^2\langle\tau\rangle)\), with

\[
\langle\tau\rangle=\frac{\int\varepsilon\,\tau(\varepsilon)(-f')\,d\varepsilon}{\int\varepsilon(-f')\,d\varepsilon}.
\]

The denominator equals \(\int_0^\infty f\,d\varepsilon=n/N_0=E_F\). To first order \(\tau\) falls by the fraction \(\delta R/R_0\), so \(\rho\) rises by its carrier average:

\[
C_1=2rw,\qquad w=\frac{W(2k_F)}{R_0}.
\]

**The smooth energy dependence** must also be weighed. For smooth \(h(\varepsilon)=\varepsilon\tau(\varepsilon)\), Sommerfeld's expansion gives \(\int h(-f')\,d\varepsilon=h(\mu)+\frac{\pi^2}{6}(k_BT)^2h''(\mu)+\dots\). The linear term vanishes because \(-f'\) is even about \(\mu\). The shift of \(\mu\) cannot supply one either, since in two dimensions \(\mu=E_F+k_BT\ln(1-e^{-1/t})\) differs from \(E_F\) by an exponentially small amount. With the polarizability held at \(N_0\), the computed change between \(t=0.008\) and \(0.016\) follows the power 1.999.

**The first bend** comes from \(3r^2G^2\). Near backscattering put \(\varphi=2s\sqrt t\). The earlier integral for \(G\) becomes \(G=\sqrt t\,\gamma(y-s^2)\), with

\[
\gamma(z)=\int_0^\infty\frac{dp}{1+e^{p^2-z}} .
\]

The prefactors are \((1/\pi)\cdot2\cdot3r^2\cdot2\sqrt t\cdot t\), so

\[
C_{3/2}=\frac{12}{\pi}r^2wI,\qquad I=\int K(y)\,dy\int_0^\infty\gamma(y-s^2)^2ds=0.693 .
\]

Corrections to the near-backscattering geometry are smaller by a factor \(t\) and enter at \(t^2\), as do the \(G^3\) term and the square of \(\delta R\).

## Three limits

For strong screening of point charges in a thin layer, both the bare potential and \(v\) vary as \(1/q\). Their ratio is constant, \(W\) does not depend on angle, and \(R_0=W\). Then \(w=1\), \(r\to1\) and \(C_1\to2\). Full thermal resistivities, computed with a screening wave number of \(10^4k_F\) and extrapolated to \(t=0\), give 2.00.

For weak screening, \(x\ll1\), the slope is \(2xw\) and vanishes with \(x\): an impurity that is hardly screened gains little when screening weakens.

For charges far from the channel, the bare potential contains \(e^{-qd}\). Small angles dominate \(R_0\), \(w\) becomes small, and the linear term is suppressed even if \(r\) is close to one.

## A thin indium selenide channel

Take \(m=0.14\,m_0\), \(g=2\), thickness 2.5 nm, a uniform dielectric constant \(\kappa=5\), and \(10^{12}\) carriers per cm². Place \(5\times10^{10}\) charges per cm² at 0.5 nm outside the channel. The lowest state of a hard-walled well supplies the form factors. Then

\[
k_F=\sqrt{4\pi n/g}=0.251\ \mathrm{nm^{-1}},\qquad E_F=17.1\ \mathrm{meV},\qquad T_F=198\ \mathrm K .
\]

The screening wave number is \(q_s=gme^2/(4\pi\varepsilon_0\kappa\hbar^2)=1.058\ \mathrm{nm^{-1}}\), and the electron form factor at \(2k_F\) is 0.785. Hence

\[
x=\frac{1.058\times0.785}{0.501}=1.66,\qquad r=\frac{1.66}{2.66}=0.624 .
\]

With \(w=0.666\), \(C_1=2\times0.624\times0.666=0.83\). Setting \(w=1\) would give 1.25, half as much again. Extrapolating the full resistivities from \(t=0.001\) to \(0.016\) gives 0.8312 against the derived 0.8311. For \(C_{3/2}\) the pair is 0.685 and 0.686. With one spread switched off at a time, the extrapolated slope is 0.693 of \(C_1\) in both cases, as derived.

The zero-temperature mobility is about 18,000 cm²/Vs and the sheet resistivity 350 Ω. The initial slope is \(0.831\times350/198\approx1.5\) Ω/K. The rise relative to \(\rho(0)\) is:

| T (K) | full | \(C_1t\) | with \(t^{3/2}\) |
|---|---|---|---|
| 10 | 4.5 % | 4.2 % | 5.0 % |
| 15 | 6.6 % | 6.3 % | 7.7 % |
| 20 | 8.5 % | 8.4 % | 10.6 % |
| 30 | 11.7 % | 12.6 % | 16.6 % |

Adding the \(t^{3/2}\) term makes the agreement worse at all four temperatures. The difference between the full result and the last column is close to \(-2t^2\) throughout. This cancels most of \(0.69\,t^{3/2}\) near \(t=0.1\), so the near agreement of the linear term at 20 K is a cancellation. The smooth energy dependence is one contribution of this sign: the constant-polarizability result at \(t=0.016\) corresponds to \(-3t^2\). The remaining higher-order terms, not separated here, make up the difference.

## Weighing what the model omits

**Exchange** is a serious omission. The density disturbance around an impurity also scatters a carrier by exchange, with the opposite sign. A rough estimate goes as follows. For backscattering, the exchange interaction acts at small momentum transfer, where the screened Coulomb interaction times \(N_0\) tends to 1. Only one of the \(g\) species takes part. This replaces \(r\) by \(r-1/g\), which changes the slope by \(-2w/g=-0.67\) and leaves 0.16. The estimate is of first order and is not a controlled result. It warns that the sign and size of \(C_1\) belong to Hartree screening and cannot be carried over directly to a measured slope. Separately, a Hubbard local-field correction to the screening lowers \(C_1\) from 0.83 to 0.64.

**Phonons** can also give a linear term. For a deformation potential of 5 eV, a sound speed of 4000 m/s and a density of 5500 kg/m³, all rough, the unscreened equipartition estimate at 15 K is 9 % of the impurity rate. That exceeds the 6.6 % rise sought. The Bloch–Grüneisen temperature is also 15 K. At that temperature the full phonon occupation lowers the estimate by only about 6 % for phonons confined to the layer, but equipartition fails well below it. The rough inputs and the neglect of screening make 9 % a scale and not a prediction. Piezoelectric coupling and optical phonons are not estimated here. If the rates add, impurity density separates the two: at fixed carrier density and impurity position, the impurity slope in Ω/K is proportional to \(n_i\) as long as collision blurring is negligible, while the phonon part does not depend on it. With blurring, the impurity slope grows more slowly than \(n_i\).

**Collisions** blur the \(2k_F\) feature. With the transport time, \(\hbar/\tau\) is equivalent to 5.4 K, about half of \(k_BT\) at 10 K and a third at 15 K. The blurring itself is set by the total scattering rate, which also counts small angles and is about 1.8 times larger here. The corresponding \(\hbar/\tau_q\) is equivalent to about 10 K, so the lower condition fails at 10 K and is only weakly met at 30 K. If the screening alone is blurred by a Lorentzian of half-width \(\hbar/2\tau_q\), the linear rise loses about a third at 10 K and a sixth at 30 K.

**The Born approximation** is also strained. The estimated s-wave phase is 0.83 rad, which is not small, and this affects the slope as well as the mobility. Solving the scattering from the same screened potential without the Born approximation multiplies the zero-temperature rate by about 0.46 for repulsive charges and 1.18 for attractive ones. With carriers held at \(E_F\) and \(t=0.02\), the relative rise falls to about 0.6 of its Born value for repulsive charges, and to less than a tenth for attractive ones. The numbers for this channel therefore illustrate the Born result and do not predict a measured slope. The subband spacing is about 1.3 eV for a hard-walled well with the in-plane mass. That estimate is rough for a channel of about three atomic layers: a chain of three coupled layers with the same mass gives about 0.55 eV. Both values are far above \(E_F\). With \(E_F/E_{\rm gap}\approx0.01\), for a rough gap of 1.5 eV, higher subbands and nonparabolicity are minor by comparison.

Set beside real devices, these parameters are an idealization of a very clean few-layer indium selenide channel encapsulated in boron nitride. The mass \(0.14\,m_0\) is a round value closer to thicker flakes; a channel of about three layers is expected to be somewhat heavier, which would raise \(x\) and lower \(T_F\). The charge density is low, and the mobility accordingly high, compared with ordinary devices on oxide. Ten times more charges, with all else fixed, would raise \(\hbar/\tau\) to about 54 K. Every temperature in the table would then lie below the collision broadening, and the window for the linear law would nearly close against \(T_F=198\) K. Real stacks also break the assumption of a uniform dielectric. Changing the constant from 5 to 7, with everything else held fixed, lowers \(C_1\) to 0.68. An anisotropic slab in boron nitride, with rough dielectric constants of 7.6 across and 10 along the channel and 3.4 and 6.9 outside it, gives about 0.61. The numerical output below lists the main values.

## Calculated quantities

```
mass 0.14 m0; degeneracy 2; dielectric constant 5.0
channel width 2.5 nm; impurity distance 0.5 nm
carrier density 1.0e+12 cm^-2; impurities 5.0e+10 cm^-2
Fermi wave number 0.2507 nm^-1; 2kF 0.5013 nm^-1
Fermi energy 17.10 meV; Fermi temperature 198.4 K
screening wave number 1.0582 nm^-1
electron form factor at 2kF 0.7849
x at 2kF 1.6569; r 0.6236
backscattering weight w 0.6664
zero-temperature rate 7.037e+11 s^-1
zero-temperature mobility 17853 cm2/Vs
zero-temperature sheet resistivity 349.6 ohm
C1 derived 0.8311; from full resistivities 0.8312
I 0.6927; (12/pi)*I 2.6460
C32 derived 0.6857; from full resistivities 0.6848
linear slope 1.4644 ohm/K
thermal average, one distribution 0.6931; both 1.0000
slope/C1, only screening smeared 0.6931
slope/C1, only carriers spread 0.6932
slope, strong screening of point charges 1.9996
constant polarizability: power of T 1.999, rise at t=0.016 -0.0769 %
loss at 2kF, ratio for fourfold T 2.0000
loss of polarizability at 2kF, 15 K: 0.1474
T (K), T/T_F, rise (%): full, linear, linear + 3/2 term
  10  0.0504  4.47  4.19  4.96
  15  0.0756  6.55  6.28  7.71
  20  0.1008  8.46  8.38  10.57
  30  0.1512  11.67  12.57  16.60
collision broadening hbar/(kB tau) 5.38 K
C1 with Hubbard local field 0.6369
C1 with dielectric constant 7 0.6830
exchange estimate, added to C1 -0.6664; sum 0.1648
phonon inputs (rough): 5.0 eV, 4000 m/s, 5500 kg/m3
phonon/impurity rate at 15 K, equipartition 9.34 %
Bloch-Gruneisen temperature 15.3 K
Born s-wave phase magnitude 0.834 rad
subband spacing, same mass 1.29 eV
Fermi energy / rough gap of 1.5 eV: 0.0114
```
